# Why Nucleus Geometry Sets the Field Dependence of Polarization Switching: test program

```python
"""
Result under test: without depolarization energy, the nucleation barrier for
polarization reversal is
    through-film cylinder:  pi s^2 d / (2 P E)        (inverse in field)
    sphere:                 4 pi s^3 / (3 P^2 E^2)    (inverse square)
P = polarization, E = field magnitude, s = wall energy per area,
d = film thickness. The exponent is the number of freely growing
dimensions minus one. Energies are W = -2 P E volume + s area.
Neglected electrostatic, lattice and thermal effects are then sized.
SI units are used inside, except that trial radii are in nm.
"""
import numpy as np
from scipy.constants import e, epsilon_0, k
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.special import j1

NM = 1e-9
MV_CM = 1e8
P = 0.20                 # C/m^2
d = 10 * NM
s = 0.020                # J/m^2
eps_r = 30.0
eps = eps_r * epsilon_0
dead = 0.5 * NM          # dead-layer thickness at each electrode
cell = 0.5 * NM          # rough lattice cell
breakdown = 4 * MV_CM    # rough breakdown field
T = 300.0
attempt_rate = 1e13      # 1/s per site
pad_area = 1e-12         # m^2


def revolve(rho, z):
    """Volume and area of a surface of revolution, summed over frusta."""
    a, b = rho[:-1], rho[1:]
    h = np.diff(z)
    volume = np.sum(np.pi * h * (a*a + a*b + b*b) / 3)
    area = np.sum(np.pi * (a + b) * np.hypot(h, b - a))
    return volume, area


angle = np.linspace(0, np.pi, 3001)


def through_cylinder(r):
    return revolve(np.array([r, r]), np.array([0, d]))


def sphere(r):
    return revolve(r * np.sin(angle), -r * np.cos(angle))


def spheroid(r):
    return revolve(r * np.sin(angle), -3 * r * np.cos(angle))


def growing_cylinder(r):
    return revolve(np.array([0, r, r, 0]), np.array([0, 0, 3*r, 3*r]))


def through_prism(r):
    return (2*r)**2 * d, 4 * (2*r) * d


def find_barrier(shape, field, extra=lambda r: 0.0):
    """Numerically maximize the energy; return radius (m), barrier (J)."""
    def negative_energy(r_nm):
        r = r_nm * NM
        volume, area = shape(r)
        return (2*P*field*volume - s*area - extra(r)) / e
    best = minimize_scalar(negative_energy, bounds=(1e-4, 20),
                           method="bounded", options={"xatol": 1e-8})
    return best.x * NM, -best.fun * e


def cylinder_formula(field):
    return s / (2*P*field), np.pi * s**2 * d / (2*P*field)


def sphere_formula(field):
    return s / (P*field), 4*np.pi * s**3 / (3 * P**2 * field**2)


# Barriers and radii: numerical maximum against closed formula
fields = np.array([0.5, 1.0, 2.0]) * MV_CM
for field in fields:
    for shape, formula in ((through_cylinder, cylinder_formula),
                           (sphere, sphere_formula)):
        assert np.allclose(find_barrier(shape, field), formula(field),
                           rtol=2e-5, atol=0)

# Which property of the nucleus sets the exponent?
shapes = {
    "through-film cylinder": (through_cylinder, 2),
    "through-film square prism": (through_prism, 2),
    "sphere": (sphere, 3),
    "spheroid, fixed aspect 3": (spheroid, 3),
    "closed cylinder, height 3r": (growing_cylinder, 3),
}
slopes = {}
for name, (shape, n) in shapes.items():
    found = np.array([find_barrier(shape, f) for f in fields])
    radius_slope = np.polyfit(np.log(fields), np.log(found[:, 0]), 1)[0]
    slopes[name] = np.polyfit(np.log(fields), np.log(found[:, 1]), 1)[0]
    assert abs(radius_slope + 1) < 1e-4
    assert abs(slopes[name] + n - 1) < 1e-4
    # general radius formula and barrier as 1/n of the wall energy
    v_coef = shape(NM)[0] / NM**n
    a_coef = shape(NM)[1] / NM**(n - 1)
    r_general = (n - 1) * s * a_coef / (2*n*P*fields[1]*v_coef)
    assert np.isclose(found[1, 0], r_general, rtol=2e-5, atol=0)
    assert np.isclose(found[1, 1], s * shape(found[1, 0])[1] / n,
                      rtol=2e-5, atol=0)

# Depolarization energy of the sphere by direct Coulomb integration
E_dep = P / (3 * eps)
R = NM
x, w = np.polynomial.legendre.leggauss(40)
polar = np.pi * (x + 1) / 2
weight = np.pi * w / 2
azimuth = 2*np.pi * np.arange(16) / 16
G, F = np.meshgrid(polar, azimuth, indexing="ij")
self_energy = 0.0
for theta, wt in zip(polar, weight):
    source = 2*P * (np.cos(theta)*np.cos(G)
                    + np.sin(theta)*np.sin(G)*np.cos(F))
    kernel = R**2 * np.sin(G) / (4*np.pi*eps * 2*R*np.sin(G/2))
    potential = np.sum(source * kernel * weight[:, None]) * 2*np.pi / 16
    self_energy += (0.5 * 2*P*np.cos(theta) * potential
                    * 2*np.pi*R**2 * np.sin(theta) * wt)
assert np.isclose(self_energy, 2*P*E_dep * 4*np.pi*R**3/3,
                  rtol=1e-8, atol=0)

# Sphere barrier with depolarization, above and below the threshold
high = 2 * E_dep
with_dep = find_barrier(sphere, high,
                        lambda r: self_energy * (r/R)**3)
assert np.allclose(with_dep, sphere_formula(high - E_dep),
                   rtol=2e-5, atol=0)
radii = np.linspace(0.1, 100, 2000) * NM
below = np.array([-2*P*fields[1]*sphere(r)[0] + s*sphere(r)[1]
                  + self_energy*(r/R)**3 for r in radii])
assert np.all(np.diff(below) > 0)

# End charge behind a dead layer: infinite-sheet bound and finite disc
end_cost = 2 * (2 * P**2 * dead / eps)       # both ends, J/m^2


def disc_share(ratio):
    """Energy of a charged disc above metal / infinite-sheet value."""
    def integrand(q):
        return (j1(q)/q)**2 * -np.expm1(-2*q*ratio)
    return quad(integrand, 1e-10, 300, limit=1000)[0] / ratio


E0 = fields[1]
rc, Wc = cylinder_formula(E0)
rs, Ws = sphere_formula(E0)
share = disc_share(dead / rc)
assert 0 < share < 1
assert share < disc_share(0.1) < disc_share(0.01) < 1
assert disc_share(0.01) > 0.9
drive = 2*P*E0*d
assert drive > end_cost
r_end = s*d / (drive - end_cost)
W_end = np.pi * s**2 * d**2 / (drive - end_cost)
assert np.allclose(find_barrier(through_cylinder, E0,
                               lambda r: end_cost*np.pi*r**2),
                   (r_end, W_end), rtol=2e-5, atol=0)

# Thermal estimate: one independent site per lattice cell of the pad
sites = pad_area / cell**2
wait = np.exp(Wc/(k*T)) / (attempt_rate*sites)

print(f"Polarization: {P*100:.1f} uC/cm2")
print(f"Film thickness: {d/NM:.1f} nm")
print(f"Wall energy: {s*1000:.1f} mJ/m2")
print(f"Background relative permittivity: {eps_r:.0f}")
for field in fields:
    a, A = cylinder_formula(field)
    b, B = sphere_formula(field)
    print(f"Field {field/MV_CM:.1f} MV/cm:")
    print(f"  cylinder radius {a/NM:.3f} nm, barrier {A/e:.3f} eV")
    print(f"  sphere radius {b/NM:.3f} nm, barrier {B/e:.4f} eV")
print("Fitted exponents of barrier against field:")
for name, slope in slopes.items():
    print(f"  {name}: {slope:.4f}")
print(f"Energy balance at {E0/MV_CM:.1f} MV/cm:")
for name, shape, r in (("cylinder", through_cylinder, rc),
                       ("sphere", sphere, rs)):
    volume, area = shape(r)
    print(f"  {name} wall cost: {s*area/e:.3f} eV")
    print(f"  {name} field gain: {2*P*E0*volume/e:.3f} eV")
print("Barrier ratio when field doubles from 1 to 2 MV/cm:")
print(f"  cylinder: {find_barrier(through_cylinder, 2*E0)[1]/Wc:.3f}")
print(f"  sphere: {find_barrier(sphere, 2*E0)[1]/Ws:.3f}")
print(f"Neglected effects, at {E0/MV_CM:.1f} MV/cm:")
print(f"  sphere depolarization threshold: {E_dep/MV_CM:.2f} MV/cm")
print(f"  sphere depolarization cost / field gain: {E_dep/E0:.2f}")
print(f"  dead layer at each end: {dead/NM:.1f} nm")
print(f"  field gain per cylinder area: {drive:.3f} J/m2")
print(f"  upper bound on cost of both ends: {end_cost:.3f} J/m2")
print(f"  finite disc at critical radius / bound: {share:.3f}")
print(f"  cylinder radius with bounding end cost: {r_end/NM:.2f} nm")
print(f"  cylinder barrier with bounding end cost: {W_end/e:.2f} eV")
print(f"  rough lattice cell: {cell/NM:.1f} nm")
print(f"  cylinder critical radius / cell: {rc/cell:.2f}")
print(f"  rough breakdown field: {breakdown/MV_CM:.1f} MV/cm")
print(f"  field / breakdown field: {E0/breakdown:.2f}")
print(f"Temperature: {T:.0f} K; thermal energy: {k*T/e:.5f} eV")
print(f"Cylinder barrier / thermal energy: {Wc/(k*T):.1f}")
print(f"Assumed attempt rate per site: {attempt_rate:.0e} 1/s")
print(f"Pad area: {pad_area*1e12:.1f} um2; sites: {sites:.1e}")
print(f"Mean wait for first cylinder in pad: {wait:.1e} s")
print("all good")
```

Printed output:

```
Polarization: 20.0 uC/cm2
Film thickness: 10.0 nm
Wall energy: 20.0 mJ/m2
Background relative permittivity: 30
Field 0.5 MV/cm:
  cylinder radius 1.000 nm, barrier 3.922 eV
  sphere radius 2.000 nm, barrier 2.0915 eV
Field 1.0 MV/cm:
  cylinder radius 0.500 nm, barrier 1.961 eV
  sphere radius 1.000 nm, barrier 0.5229 eV
Field 2.0 MV/cm:
  cylinder radius 0.250 nm, barrier 0.980 eV
  sphere radius 0.500 nm, barrier 0.1307 eV
Fitted exponents of barrier against field:
  through-film cylinder: -1.0000
  through-film square prism: -1.0000
  sphere: -2.0000
  spheroid, fixed aspect 3: -2.0000
  closed cylinder, height 3r: -2.0000
Energy balance at 1.0 MV/cm:
  cylinder wall cost: 3.922 eV
  cylinder field gain: 1.961 eV
  sphere wall cost: 1.569 eV
  sphere field gain: 1.046 eV
Barrier ratio when field doubles from 1 to 2 MV/cm:
  cylinder: 0.500
  sphere: 0.250
Neglected effects, at 1.0 MV/cm:
  sphere depolarization threshold: 2.51 MV/cm
  sphere depolarization cost / field gain: 2.51
  dead layer at each end: 0.5 nm
  field gain per cylinder area: 0.400 J/m2
  upper bound on cost of both ends: 0.301 J/m2
  finite disc at critical radius / bound: 0.312
  cylinder radius with bounding end cost: 2.02 nm
  cylinder barrier with bounding end cost: 7.94 eV
  rough lattice cell: 0.5 nm
  cylinder critical radius / cell: 1.00
  rough breakdown field: 4.0 MV/cm
  field / breakdown field: 0.25
Temperature: 300 K; thermal energy: 0.02585 eV
Cylinder barrier / thermal energy: 75.8
Assumed attempt rate per site: 1e+13 1/s
Pad area: 1.0 um2; sites: 4.0e+06
Mean wait for first cylinder in pad: 2.2e+13 s
all good
```
